# Acoustoelectric attenuation, Weinreich relation and drift-induced gain in piezoelectric semiconductors: test program

```python
# Acoustoelectric effect in a piezoelectric semiconductor (1D, SI units).
# Model: T = c S - e E, rho u_tt = T_x, (eps E + e S)_x = q (n - n0),
#        J = q mus n E - q D n_x, q n_t + J_x = 0, S = u_x, vd = mus E0.
# q, mus: signed charge and mobility; v0 = sqrt(c/rho); K2 = e^2/(eps c);
# wc = sigma/eps; wD = v0^2/D; gamma = 1 - vd/v0; b = wc/w + w/wD.
# Under test: alpha = Im k = K2 wc gamma/(2 v0 (gamma^2 + b^2)), Gamma = 2 alpha;
# Weinreich relation J_ae = mus Gamma I / v at small and large amplitude;
# gain for vd above the phase velocity; changes from trapping and finite k l.
import numpy as np, sympy as sp
from scipy import constants as C
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfcx

rho, c, ep, epsr = 5000.0, 2e10, 0.2, 10.0
n0, mu, Temp, freq, Iac, E0w, mrel = 1e19, 0.03, 300.0, 2e8, 10.0, -1e5, 0.2
qe = C.e; eps = epsr*C.epsilon_0; D = mu*C.k*Temp/qe; sig = qe*mu*n0
v0 = np.sqrt(c/rho); wc = sig/eps; wD = v0**2/D; lam = np.sqrt(D/wc)
w0 = 2*np.pi*freq; k0 = w0/v0; vdw = -mu*E0w
K2of = lambda e: e**2/(eps*c)
K2 = K2of(ep); b0 = wc/w0 + w0/wD

def k_first(w, vd, e, f=1.0):
    g = 1 - f*vd/v0; b = wc/w + f*w/wD
    return w/v0*(1 - K2of(e)/2*(1 - 1j*(wc/w)/(g + 1j*b)))
def alpha(w, vd, e, f=1.0):
    g = 1 - f*vd/v0; b = wc/w + f*w/wD
    return K2of(e)*wc*g/(2*v0*(g*g + b*b))

# ---- symbolic linearization of the field equations
x, t, a, k, w, U, E1, n1 = sp.symbols('x t a k w U E1 n1')
r_, c_, e_, s_, q_, m_, D_, N_, F_ = sp.symbols('r_ c_ e_ s_ q_ m_ D_ N_ F_')
ph = sp.exp(sp.I*(k*x - w*t))
u, Ef, nf = a*U*ph, F_ + a*E1*ph, N_ + a*n1*ph
eqs = [r_*u.diff(t, 2) - (c_*u.diff(x) - e_*Ef).diff(x),
       (s_*Ef + e_*u.diff(x)).diff(x) - q_*(nf - N_),
       q_*nf.diff(t) + (q_*m_*nf*Ef - q_*D_*nf.diff(x)).diff(x)]
lin = sp.Matrix([sp.expand(z.diff(a).subs({a: 0, x: 0, t: 0})) for z in eqs])
Msym = lin.jacobian([U, E1, n1]); det = sp.expand(Msym.det())
W = w - k*m_*F_ + sp.I*k**2*D_
disp = (r_*w**2 - c_*k**2)*(W + sp.I*q_*m_*N_/s_) - e_**2/s_*k**2*W
assert sp.expand(det + q_*k*s_*disp) == 0
args = (w, r_, c_, e_, s_, q_, m_, D_, N_, F_)
coef = sp.lambdify(args, sp.Poly(sp.expand(det/k), k).all_coeffs(), 'numpy')
Mnum = sp.lambdify((k,) + args, Msym, 'numpy')

def k_exact(w, vd, e, direction=1):      # electrons; acoustic root of the determinant
    cf = np.array(coef(w, rho, c, e, eps, -qe, -mu, D, n0, -vd/mu), complex)
    z = np.roots(cf*(w/v0)**np.arange(len(cf) - 1, -1, -1))
    return z[np.argmin(abs(z - direction))]*w/v0

for vd in (0.0, vdw):                    # first-order formula errs at order K^4
    e1 = abs(k_exact(w0, vd, ep) - k_first(w0, vd, ep))
    e2 = abs(k_exact(w0, vd, ep/10**.5) - k_first(w0, vd, ep/10**.5))
    assert e1/k0 < 2*K2**2 and 80 < e1/e2 < 120
    assert abs(k_exact(w0, vd, ep/30).imag/alpha(w0, vd, ep/30) - 1) < 1e-3
vth_num = brentq(lambda v: k_exact(w0, v, ep).imag, 0.9*v0, 1.1*v0, xtol=1e-10)
vth = v0
for _ in range(50):
    y = (w0/vth*lam)**2; vth = v0*np.sqrt(1 + K2*y/(1 + y))
assert abs(vth_num/vth - 1) < 1e-9 and k_exact(w0, v0, ep).imag > 0
es = ep/30; wm = np.sqrt(wc*wD)          # weak coupling isolates first order
o = minimize_scalar(lambda y: k_exact(wm*np.exp(y), vdw, es).imag, bounds=(-1.5, 1.2),
                    method='bounded', options={'xatol': 1e-7})
assert abs(o.x) < 1e-3
o = minimize_scalar(lambda d: k_exact(w0, d*v0, es).imag, bounds=(1.1, 3.0),
                    method='bounded', options={'xatol': 1e-7})
assert abs(o.x - 1 - b0) < 1e-3 and abs(o.fun/(-K2of(es)*wc/(4*v0*b0)) - 1) < 1e-3
drt = brentq(lambda d: k_exact(w0, d*v0, es).imag - k_exact(w0, d*v0, es, -1).imag, 1.02, 3)
assert abs(drt/np.sqrt(1 + b0**2) - 1) < 1e-3

def exact_mode(vd):                      # current, flux and bunching of the exact mode
    kk = k_exact(w0, vd, ep)
    M = np.array(Mnum(kk, w0, rho, c, ep, eps, -qe, -mu, D, n0, -vd/mu), complex)
    sc = np.array([1.0, 1/qe]); A = M[1:, 1:]*sc
    rs = abs(A).max(axis=1)
    Ea, na = np.linalg.solve(A/rs[:, None], -M[1:, 0]/rs)*sc
    flux = -0.5*((c*1j*kk - ep*Ea)*np.conj(-1j*w0)).real
    J = -mu*0.5*(-qe*na*np.conj(Ea)).real*Iac/flux
    return kk, J, abs(na)/n0*np.sqrt(Iac/flux)
modes = {vd: exact_mode(vd) for vd in (0.0, vdw)}
for kk, J, _ in modes.values():
    assert abs(J/(-mu*2*kk.imag*Iac*kk.real/w0) - 1) < K2

# ---- full nonlinear coupled equations on a ring one wavelength long, RK4 in time
et = ep/10; tol = 3e-3                   # tol ~ 10 K2(et) plus bunching squared
def ring(sg, vd, s0, f, M, steps, full=False):
    q, mus = sg*qe, sg*mu; E0 = vd/mus
    m = np.fft.fftfreq(M, 1/M)*k0; Fm = np.fft.fft(np.eye(M), axis=0)
    Dx = np.fft.ifft(1j*m[:, None]*Fm, axis=0).real
    inv = np.array([0 if z == 0 else 1/(1j*z) for z in m])
    Pm = np.fft.ifft(inv[:, None]*Fm, axis=0).real
    def cur(y):
        E = E0 + (Pm@y[2] - et*y[0])/eps; n = n0 + f*y[2]/q
        return E, n, q*(mus*n*E - D*(Dx@n))
    def rhs(y):
        E, n, J = cur(y)
        return np.array([y[1], (c*y[0] - et*E)/rho, -J])@Dx.T
    en = lambda y: np.mean(0.5*rho*y[1]**2 + 0.5*c*y[0]**2)
    S = s0*eps*v0/(mu*et)*np.cos(2*np.pi*np.arange(M)/M)
    y = np.array([S, -v0*S, 0*S]); h = 1/freq/steps; rec = []
    for i in range(11*steps):
        if i == 7*steps: U0 = en(y)
        if i >= 7*steps:
            E, n, J = cur(y)
            ex = [1/np.mean(1/n), np.mean(J**2/(qe*mu*n))] if full else [0, 0]
            rec.append([J.mean(), en(y)] + ex)
        a1 = rhs(y); a2 = rhs(y + h/2*a1); a3 = rhs(y + h/2*a2); a4 = rhs(y + h*a3)
        y = y + h/6*(a1 + 2*a2 + 2*a3 + a4)
    J, Um, nh, heat = np.mean(rec, axis=0); T = 4/freq
    return dict(J=J, Jae=J - sig*E0, U=Um, nh=nh, heat=heat, E0=E0, mus=mus,
                P=(U0 - en(y))/T, rate=np.log(U0/en(y))/T)
small = {}
for sg, vd, f in ((-1, 0.0, 1), (-1, vdw, 1), (1, vdw, 1), (-1, -vdw, 1), (-1, vdw, 0.5)):
    r = ring(sg, vd, 0.01, f, 9, 200); G = 2*alpha(w0, vd, et, f); small[sg, vd, f] = r
    assert abs(r['rate']/(G*v0) - 1) < tol
    assert abs(r['Jae']/(f*r['mus']*r['P']/v0) - 1) < tol
    assert abs(r['Jae']/(f*r['mus']*G*r['U']) - 1) < tol
assert small[-1, vdw, 1]['P'] < 0 < small[-1, vdw, 0.5]['P']
big = ring(-1, vdw, 1.5, 1, 41, 600, True)
supp = big['rate']/(2*alpha(w0, vdw, et)*v0)
assert supp < 0.7                        # far outside linear response
assert abs(big['Jae']/(-mu*big['P']/v0) - 1) < tol
assert abs(big['P']/(v0*qe/mu*(v0 - vdw)*(n0 - big['nh'])) - 1) < tol
assert abs(big['heat'] - big['J']*big['E0'] - big['P']) < tol*abs(big['P'])*5
sat = ring(-1, vdw, 4.0, 1, 41, 600)
assert abs(sat['J']/(-qe*n0*v0) - 1) < tol
assert abs(sat['P']/(qe*n0*v0*(v0 - vdw)/mu) - 1) < tol

# ---- number-conserving BGK Boltzmann equation in a Hermite basis
ms = mrel*C.m_e; tau = mu*ms/qe; vT = np.sqrt(C.k*Temp/ms); l = vT*tau
def bgk(kap, s, d, N=120):               # returns effective W/(k vT); s=v/vT, d=vd/vT
    n = np.arange(N); rt = np.sqrt(n[1:])
    f0 = np.concatenate(([1.0], np.cumprod(d*rt)))
    A = np.diag((n > 0) - 1j*kap*s) + np.diag((1j*kap - d)*rt, -1) + np.diag(1j*kap*rt, 1)
    return 1/np.linalg.solve(A, np.concatenate(([0], rt*f0[:-1])).astype(complex))[0]
def fac(kap):
    G = np.sqrt(np.pi/2)/kap*erfcx(1/(np.sqrt(2)*kap)); return kap**2*G/(1 - G)
s, d, kap = v0/vT, vdw/vT, k0*l
bgk_err = abs(bgk(kap, s, d)/(s - d + 1j*kap) - 1)
assert bgk_err < 2*(s*s + d*d + kap*kap)
for kp in (0.1, 1.0):
    for dd in (0.0, d/10):
        assert abs(bgk(kp, s/10, dd).real/((s/10 - dd)*fac(kp)) - 1) < 3e-4
assert abs((fac(0.03) - 1)/(2*0.03**2) - 1) < 0.02 and fac(1.0) > 1.5

# ---- worked example
p = lambda name, val, unit='': print(f"{name} = {val:.5g} {unit}".rstrip())
dB = 20/np.log(10)/100
print(f"inputs: rho {rho:g} kg/m^3, c {c:g} Pa, e {ep:g} C/m^2, eps_r {epsr:g}")
print(f"inputs: electrons n0 {n0:g} m^-3, mu {mu:g} m^2/(V s), m/m_e {mrel:g}")
print(f"inputs: T {Temp:g} K, f {freq:g} Hz, I {Iac:g} W/m^2, E0 {E0w:g} V/m")
for row in (('v0', v0, 'm/s'), ('K^2', K2), ('sigma', sig, 'S/m'), ('D', D, 'm^2/s'),
            ('omega', w0, '1/s'), ('k0', k0, '1/m'), ('omega_c', wc, '1/s'),
            ('omega_D', wD, '1/s'), ('omega_c/omega', wc/w0), ('omega/omega_D', w0/wD),
            ('b', b0), ('K^2 omega_c/(2 v0)', K2*wc/(2*v0), '1/m'),
            ('Debye length', lam, 'm'), ('strain amplitude', np.sqrt(2*Iac/(c*v0)))):
    p(*row)
for vd in (0.0, vdw):
    kk, J, bn = modes[vd]; al = alpha(w0, vd, ep)
    print(f"-- vd = {vd:g} m/s, gamma = {1 - vd/v0:.4g}")
    print(f"alpha first order = {al:.5g} 1/m = {al*dB:.4g} dB/cm")
    print(f"alpha exact root = {kk.imag:.5g} 1/m = {kk.imag*dB:.4g} dB/cm")
    print(f"phase velocity: first order {w0/k_first(w0, vd, ep).real:.6g}, exact {w0/kk.real:.6g} m/s")
    print(f"J_ae: Weinreich first order {-mu*2*al*Iac/v0:.4g}, exact mode {J:.4g} A/m^2")
    p('bunching |n1|/n0', bn)
G0 = 2*alpha(w0, 0, ep)
p('open-circuit field (vd=0)', G0*Iac/(qe*n0*v0), 'V/m')
p('voltage for full absorption', Iac/(qe*n0*v0), 'V')
p('Gamma*lambda (vd=0)', G0*lam)
print(f"threshold drift: formula {vth:.7g}, root search {vth_num:.7g} m/s")
p('threshold field magnitude', vth/mu, 'V/m')
p('best drift v0(1+b)', v0*(1 + b0), 'm/s')
print(f"alpha at best drift = {-K2*wc/(4*v0*b0):.5g} 1/m = {-K2*wc/(4*v0*b0)*dB:.4g} dB/cm")
p('best frequency', wm/2/np.pi, 'Hz')
p('alpha at best frequency, drifted', alpha(wm, vdw, ep), '1/m')
p('alpha backward wave, drifted', alpha(w0, -vdw, ep), '1/m')
p('round-trip gain above vd', v0*np.sqrt(1 + b0**2), 'm/s')
p('alpha drifted, mobile fraction 0.5', alpha(w0, vdw, ep, 0.5), '1/m')
p('ohmic current sigma E0', sig*E0w, 'A/m^2')
p('trapped-limit current q n0 v0', -qe*n0*v0, 'A/m^2')
p('Joule power sigma E0^2', sig*E0w**2, 'W/m^3')
print(f"tau = {tau:.4g} s, v_T = {vT:.4g} m/s, l = {l:.4g} m")
print(f"k l = {kap:.4g}, omega tau = {w0*tau:.4g}, BGK deviation = {bgk_err:.2g}")
p('BGK factor on gamma at k l = 1', fac(1.0))
print(f"ring runs use e = {et:g} C/m^2, K^2 = {K2of(et):.4g}; s0 = mu e S/(eps v0)")
r = small[-1, vdw, 1]; rt_ = small[-1, vdw, 0.5]
p('ring s0=0.01: rate/(Gamma v0)', r['rate']/(2*alpha(w0, vdw, et)*v0))
p('ring s0=0.01: J_ae v0/(mus P)', r['Jae']*v0/(-mu*r['P']))
p('ring s0=0.01, f=0.5: J_ae v0/(mus P)', rt_['Jae']*v0/(-mu*rt_['P']))
p('ring s0=1.5: rate/linear rate', supp)
p('ring s0=1.5: J_ae v0/(mus P)', big['Jae']*v0/(-mu*big['P']))
p('ring s0=1.5: 1/(n0 <1/n>)', big['nh']/n0)
print(f"ring s0=1.5: heat {big['heat']:.4g}, source {big['J']*big['E0']:.4g}, P {big['P']:.4g} W/m^3")
p('ring s0=4: J/(q n0 v0)', sat['J']/(-qe*n0*v0))
print("checks complete")
```

Running it gives:

```
inputs: rho 5000 kg/m^3, c 2e+10 Pa, e 0.2 C/m^2, eps_r 10
inputs: electrons n0 1e+19 m^-3, mu 0.03 m^2/(V s), m/m_e 0.2
inputs: T 300 K, f 2e+08 Hz, I 10 W/m^2, E0 -100000 V/m
v0 = 2000 m/s
K^2 = 0.022588
sigma = 0.048065 S/m
D = 0.00077556 m^2/s
omega = 1.2566e+09 1/s
k0 = 6.2832e+05 1/m
omega_c = 5.4285e+08 1/s
omega_D = 5.1576e+09 1/s
omega_c/omega = 0.43199
omega/omega_D = 0.24365
b = 0.67564
K^2 omega_c/(2 v0) = 3065.5 1/m
Debye length = 1.1953e-06 m
strain amplitude = 7.0711e-07
-- vd = 0 m/s, gamma = 1
alpha first order = 2104.7 1/m = 182.8 dB/cm
alpha exact root = 2058.4 1/m = 178.8 dB/cm
phase velocity: first order 2018.23, exact 2018.01 m/s
J_ae: Weinreich first order -0.6314, exact mode -0.6125 A/m^2
bunching |n1|/n0 = 0.019472
-- vd = 3000 m/s, gamma = -0.5
alpha first order = -2169.5 1/m = -188.4 dB/cm
alpha exact root = -2105.1 1/m = -182.8 dB/cm
phase velocity: first order 2013.34, exact 2013.11 m/s
J_ae: Weinreich first order 0.6509, exact mode 0.6285 A/m^2
bunching |n1|/n0 = 0.028218
open-circuit field (vd=0) = 13.137 V/m
voltage for full absorption = 0.0031208 V
Gamma*lambda (vd=0) = 0.0050315
threshold drift: formula 2008.087, root search 2008.087 m/s
threshold field magnitude = 66936 V/m
best drift v0(1+b) = 3351.3 m/s
alpha at best drift = -2268.6 1/m = -197 dB/cm
best frequency = 2.6631e+08 Hz
alpha at best frequency, drifted = -2284.2 1/m
alpha backward wave, drifted = 1142.7 1/m
round-trip gain above vd = 2413.7 m/s
alpha drifted, mobile fraction 0.5 = 2075.7 1/m
ohmic current sigma E0 = -4806.5 A/m^2
trapped-limit current q n0 v0 = -3204.4 A/m^2
Joule power sigma E0^2 = 4.8065e+08 W/m^3
tau = 3.411e-14 s, v_T = 1.508e+05 m/s, l = 5.144e-09 m
k l = 0.003232, omega tau = 4.287e-05, BGK deviation = 4.3e-05
BGK factor on gamma at k l = 1 = 1.9043
ring runs use e = 0.02 C/m^2, K^2 = 0.0002259; s0 = mu e S/(eps v0)
ring s0=0.01: rate/(Gamma v0) = 0.99979
ring s0=0.01: J_ae v0/(mus P) = 1
ring s0=0.01, f=0.5: J_ae v0/(mus P) = 0.5
ring s0=1.5: rate/linear rate = 0.53847
ring s0=1.5: J_ae v0/(mus P) = 1
ring s0=1.5: 1/(n0 <1/n>) = 0.1407
ring s0=1.5: heat 2.512e+08, source 3.43e+08, P -9.177e+07 W/m^3
ring s0=4: J/(q n0 v0) = 1.0001
checks complete
```
